\section*{Arctangent Gate Potentials and Split-Gate Pinch-Off on a Pinned Surface}

\section{What scaling and symmetry fix}

A metal gate on a semiconductor surface raises the electron energy by $v$ over the gated area and by nothing elsewhere on the surface. An electron layer lies at depth $d$. If the layer is empty and the donor charge does not respond, the energy change obeys Laplace's equation. That equation is linear, so the change in the layer is
\begin{equation}
\delta U(x,y)=v\,f(x,y),
\end{equation}
with $f$ dimensionless. A uniform dielectric constant $\kappa$ drops out, because the surface values are prescribed.

For a split gate covering $|x|<a$, $|y|>b$, the available lengths are $a$, $b$ and $d$. The value at the centre therefore has the form $f_0=F(a/d,b/d)$, and each second derivative there is $d^{-2}$ times another function of the same ratios. Reflection in $x$ and in $y$ removes the first derivatives and the mixed second derivative. What remains is to find these functions and the energy $\Phi$ that the gate must supply to empty the layer.

\section{The pinned-surface model}

The semiconductor fills $z>0$. Its surface is \emph{pinned}: the potential of the free surface stays fixed when the gate voltage changes. The donors are frozen, there is no back gate, and the field vanishes at great depth. The gate voltage $V_g$ is counted from the value at which gated and free surfaces have equal potential.

The algebra uses atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, and $m$ is the effective mass in electron masses. Since the electron charge is negative, $v=-V_g$. Energies are measured from the Fermi level. The layer is thin, and its vertical confinement energy is taken as unchanged by the gate.

\section{From the surface to a solid angle}

Let $\rho$ be the lateral distance between a surface point and the observation point, and $R=\sqrt{\rho^2+d^2}$. The function $1/R$ is harmonic for $d>0$, and so is its derivative with respect to $d$. Consider
\begin{equation}
K(\rho,d)=-\frac1{2\pi}\frac{\partial}{\partial d}\frac1R
=\frac{d}{2\pi(\rho^2+d^2)^{3/2}} .
\end{equation}
Its integral over the surface is
\begin{equation}
\int_0^\infty\frac{\rho d\,d\rho}{(\rho^2+d^2)^{3/2}}
=d\left[-\frac1{\sqrt{\rho^2+d^2}}\right]_0^\infty=1 .
\end{equation}
As $d\to0$, $K$ vanishes for every $\rho\neq0$ while its integral stays 1, so it reproduces the surface values. Hence $f=\int_{\rm gate}K\,dA$.

An area $dA$ at distance $R$, seen at an angle whose cosine is $d/R$, subtends the solid angle $d\,dA/R^3$. Therefore
\begin{equation}
f=\frac{\Omega}{2\pi},
\end{equation}
where $\Omega$ is the solid angle of the gate seen from the layer. A uniform gate fills a half-space of directions and gives $f=1$.

\section{A polygon, edge by edge}

Use polar coordinates centred on the surface point directly above the observer. The radial integral from the origin to the boundary is
\begin{equation}
\int_0^{\rho}\frac{\rho' d\,d\rho'}{(\rho'^2+d^2)^{3/2}}=1-\frac dR,
\qquad
\Omega=\oint\left(1-\frac dR\right)d\varphi .
\end{equation}
The boundary is followed counterclockwise. If the origin lies outside the gate, near and far edges enter with opposite signs and leave the region between them.

For one edge, let $\mathbf e$ be its unit direction and $\mathbf s$ the vector from the origin to a point on it. Define
\begin{equation}
p=s_xe_y-s_ye_x,\qquad t=\mathbf s\cdot\mathbf e,
\qquad R^2=p^2+t^2+d^2 .
\end{equation}
Along the edge $p$ is constant, positive when the origin lies to the left, and $d\varphi=p\,dt/(p^2+t^2)$. The first term of $\Omega$ integrates to $\arctan(t/p)$. For the second, differentiate $w=dt/(pR)$, where $d$ is the depth:
\begin{align}
\frac{\partial w}{\partial t}&=\frac{d(p^2+d^2)}{pR^3},\\
1+w^2&=\frac{p^2R^2+d^2t^2}{p^2R^2}
=\frac{(p^2+t^2)(p^2+d^2)}{p^2R^2}.
\end{align}
Their quotient is
\begin{equation}
\frac{\partial}{\partial t}\arctan\frac{dt}{pR}
=\frac{pd}{(p^2+t^2)R},
\label{edge}
\end{equation}
which is the required integrand. The two arctangents have the same sign, so their difference lies between $-\pi/2$ and $\pi/2$, and the subtraction formula needs no added multiple of $\pi$:
\begin{equation}
\Theta=\arctan\frac tp-\arctan\frac{dt}{pR}
=\arctan\frac{pt(R-d)}{p^2R+dt^2}.
\end{equation}
With edge ends $t_1$ and $t_2$,
\begin{equation}
f=\frac1{2\pi}\sum_{\rm edges}\left[\Theta(t_2)-\Theta(t_1)\right].
\label{polygon}
\end{equation}
This is the Davies--Larkin--Sukhorukov potential of a polygonal gate. It holds for nonconvex polygons as well. An edge whose line passes above the observer has $p=0$ and contributes nothing.

\paragraph{Half-plane and strip.} On an infinite edge, $\Theta\to\pm\arctan(p/d)$ as $t\to\pm\infty$. The edge thus gives $\arctan(p/d)/\pi$. The distant arc that closes a half-plane spans an angle $\pi$ with $d/R\to0$, and gives $1/2$. Hence
\begin{equation}
f_{\rm half}=\frac12+\frac1\pi\arctan\frac pd .
\end{equation}
The half-planes $x<a$ and $x>-a$ cover the plane once and their common strip twice. Adding their fractions and subtracting 1 gives
\begin{equation}
f_{\rm strip}=\frac1\pi\left[\arctan\frac{a-x}{d}+\arctan\frac{a+x}{d}\right].
\end{equation}

\section{The split gate}

The split gate is a strip minus a rectangular opening. Consider first a rectangle with one corner above the observer and sides $u$, $v'$. Integrating $d/R^3$ along the second side gives
\begin{equation}
\int_0^{v'}\frac{d\,ds}{(u^2+s^2+d^2)^{3/2}}
=\frac{v'd}{(u^2+d^2)\sqrt{u^2+v'^2+d^2}} .
\end{equation}
The remaining integral over $u$ is Eq.~\eqref{edge} with $t\to u$, $p\to d$ and $d\to v'$. The solid angle is
\begin{equation}
g(u,v')=\arctan\frac{uv'}{d\sqrt{u^2+v'^2+d^2}} .
\end{equation}
Four such rectangles, with signs carried by $u$ and $v'$, make up the opening:
\begin{equation}
f(x,y)=f_{\rm strip}(x)-\frac1{2\pi}\sum_{\pm,\pm}g(a\pm x,b\pm y),
\label{split}
\end{equation}
where the two signs are independent. From here on $R=\sqrt{a^2+b^2+d^2}$. At the centre all four terms are equal, and
\begin{equation}
f_0=\frac2\pi\left[\arctan\frac ad-\arctan\frac{ab}{dR}\right].
\label{f0}
\end{equation}

\section{Curvatures and the lowest pass}

The first integration above gives $g_u=v'd/[(u^2+d^2)R_{uv}]$, with $R_{uv}^2=u^2+v'^2+d^2$. Differentiating once more,
\begin{align}
g_{uu}&=-uv'd\left[\frac{2}{(u^2+d^2)^2R_{uv}}
+\frac1{(u^2+d^2)R_{uv}^3}\right]\nonumber\\
&=-\frac{uv'd(3u^2+3d^2+2v'^2)}{(u^2+d^2)^2R_{uv}^3}.
\end{align}
The derivative $g_{v'v'}$ follows by exchanging $u$ and $v'$. The strip does not depend on $y$, so $f_{yy}=-(2/\pi)g_{v'v'}(a,b)$:
\begin{equation}
f_{yy}=\frac2\pi\,
\frac{abd(3b^2+3d^2+2a^2)}{(b^2+d^2)^2R^3}>0 .
\label{fyy}
\end{equation}
Along $x$ the strip adds $(2/\pi)[-2ad/(a^2+d^2)^2]$, and
\begin{equation}
f_{xx}=-\frac2\pi\frac{ad}{(a^2+d^2)^2}
\left[2-\frac{b(3a^2+3d^2+2b^2)}{R^3}\right].
\label{fxx}
\end{equation}
To find the sign, put $s=(a^2+d^2)/b^2$. The fraction in the bracket becomes $2(1+3s/2)/(1+s)^{3/2}$. Bernoulli's inequality, $(1+s)^{3/2}>1+3s/2$ for $s>0$, makes it less than 2. Thus $f_{xx}<0$, and the centre is a saddle for every positive $a$, $b$ and $d$.

It is also the lowest pass between the leads. On $x=0$,
\begin{equation}
f_y=\frac1\pi\left[g_{v'}(a,b-y)-g_{v'}(a,b+y)\right].
\end{equation}
The function $g_{v'}$ is even in $v'$ and falls with $|v'|$. For $y>0$, $|b+y|>|b-y|$, so $f_y>0$: the centre is the minimum of this line. On $y=0$, write $f=[h(a+x)+h(a-x)]/\pi$ with $h(u)=\arctan(u/d)-g(u,b)$. The sign argument for Eq.~\eqref{fxx}, with $a$ replaced by $u$, gives $h''(u)<0$ for $u>0$. Since $h'$ is even, it falls with $|u|$, and $f_x=[h'(a+x)-h'(a-x)]/\pi<0$ for $x>0$. Every path between the leads crosses $x=0$, where $f\ge f_0$, while the straight path never exceeds $f_0$.

\section{Pinch-off of the empty layer}

An electron in the layer interacts with another electron and with that electron's image, of opposite sign, above the pinned surface:
\begin{equation}
W(\rho)=\frac1\kappa\left[\frac1\rho-\frac1{\sqrt{\rho^2+4d^2}}\right]>0.
\end{equation}
A uniform density $n_0$ therefore raises the layer energy by
\begin{equation}
\frac{2\pi n_0}{\kappa}
\left[\rho-\sqrt{\rho^2+4d^2}\right]_0^\infty
=\frac{4\pi n_0d}{\kappa}.
\end{equation}
With two spins, $n_0=k_F^2/(2\pi)$, so the Fermi energy is $k_F^2/(2m)=\pi n_0/m$. In the ungated layer the band edge lies this far below the Fermi level. Removing the electrons lowers the edge further, to $-\Phi$, with
\begin{equation}
\Phi=\frac{4\pi n_0d}{\kappa}+\frac{\pi n_0}{m}.
\end{equation}
The empty-layer energy is $U=-\Phi+vf$. Its pass reaches the Fermi level at
\begin{equation}
v_{\rm bare}=\frac{\Phi}{f_0}.
\label{bare}
\end{equation}
Near the pass,
\begin{equation}
U\simeq-\Phi+vf_0-\tfrac12m\omega_x^2x^2+\tfrac12m\omega_y^2y^2,
\end{equation}
with $\omega_x^2=v|f_{xx}|/m$ and $\omega_y^2=vf_{yy}/m$.

\paragraph{Zero-point energy.} The lowest transverse level lies $\omega_y/2$ above the bottom of the channel. In the harmonic approximation it meets the Fermi level when
\begin{equation}
vf_0+\frac12\sqrt{\frac{vf_{yy}}m}=\Phi .
\end{equation}
With $c=\frac12\sqrt{f_{yy}/m}$ this is a quadratic equation for $\sqrt v$, whose positive root is
\begin{equation}
\sqrt v=\frac{-c+\sqrt{c^2+4f_0\Phi}}{2f_0}.
\end{equation}

\section{What the lead electrons change}

At pinch-off the leads still hold electrons. In Thomas--Fermi theory at zero temperature
\begin{equation}
U=-\Phi+vf+\int Wn\,d^2r',\qquad n=\frac m\pi\max(0,-U).
\end{equation}
Because $W>0$, lead electrons raise the pass. At $v=\Phi/f_0$ it is already above the Fermi level.

A lower bound follows by comparing two sets of surface energies, the second nowhere below the first and not identical to it. Take a large repeating cell, and let $D$ be the second energy minus the first throughout the semiconductor. Suppose $D$ had a minimum $\le0$ below the surface. Since $D$ is harmonic off the layer and tends to its layer average at great depth, the minimum would lie on the layer. There $U_2\le U_1$, hence $n_2\ge n_1$, and Poisson's equation makes the slope jump $-4\pi(n_2-n_1)/\kappa\le0$. On the surface side, however, $D$ is harmonic and not constant, so it rises from such a minimum with nonzero slope; on the deep side it cannot fall. The jump would then be positive, a contradiction. Hence $D>0$: raising the surface energy raises $U$ everywhere in the layer.

A uniform gate with $v=\Phi$ gives $U=0$ and no electrons. A split gate with the same $v$ has lower surface energy in places, so its centre has $U<0$ and is open. Since $U$ rises with $v$, the finite-gate pinch-off $v_p$ satisfies
\begin{equation}
\Phi<v_p<\frac{\Phi}{f_0}.
\end{equation}

\paragraph{Long gate.} As $a\to\infty$, $R/a\to1$ and
\begin{equation}
f_0\to1-\frac2\pi\arctan\frac bd=\frac2\pi\arctan\frac db .
\end{equation}
Now $f\ge f_0$ over the whole layer, so at $v=\Phi/f_0$ the layer is empty and no lead electrons remain. Equation~\eqref{bare} is then exact within Thomas--Fermi theory. The curvatures become $f_{yy}\to4bd/[\pi(b^2+d^2)^2]$ and $f_{xx}\simeq-4d/(\pi a^3)$.

\paragraph{Deep layer.} For $d\gg a,b$, Eq.~\eqref{f0} gives $f_0\simeq2a/(\pi d)$: the opening is no longer resolved at leading order. The curvatures are $f_{xx}\simeq-4a/(\pi d^3)$ and $f_{yy}\simeq6ab/(\pi d^4)$, so $\omega_y/\omega_x\simeq\sqrt{3b/(2d)}$. In this limit, and at fixed $v$, greater depth reduces the curvature across the channel faster than the curvature along it.

\section{A worked gate}

Take round model parameters: $\kappa=13$, $m=0.07$, $n_0=2.5\times10^{-5}$ \AA$^{-2}$, $d=800$ \AA, length $2a=4000$ \AA\ and opening $2b=2000$ \AA. Then $R\simeq2375$ \AA, and Eq.~\eqref{f0} gives
\begin{equation}
f_0=\frac2\pi(1.1903-0.8111)=0.2414 .
\end{equation}
The depletion energy is $\Phi=0.2784+0.0085=0.2869$ eV. Thus
\begin{equation}
v_{\rm bare}=\frac{0.2869}{0.2414}\ {\rm eV}\simeq1.19\ {\rm eV},
\qquad V_g\simeq-1.19\ {\rm V}.
\end{equation}

The curvatures are $f_{xx}=-3.84\times10^{-8}$ and $f_{yy}=3.65\times10^{-7}$ \AA$^{-2}$. Multiplication by $v_{\rm bare}$ gives $U_{xx}=-4.56\times10^{-8}$ and $U_{yy}=4.34\times10^{-7}$ eV \AA$^{-2}$. The oscillator energies are $\hbar\omega_x=0.0022$ eV and $\hbar\omega_y=0.0069$ eV, in the ratio $\sqrt{43.4/4.56}\simeq3.1$. Zero-point motion lowers the empty-layer pinch-off to 1.174 eV. The shift agrees with the first-order estimate $\hbar\omega_y/(2f_0)\simeq0.014$ eV.

The two-dimensional Thomas--Fermi solution closes at about $v_p=0.98$ eV, or $V_g=-0.98$ V. The empty-layer value is about 21\% above it, a much larger difference than the zero-point shift of the empty layer. Just below closure the remaining electrons screen the gate, and the Thomas--Fermi pass rises more slowly with $v$ than the empty-layer pass. Its slope there is about 0.02, against $f_0=0.24$, so lowering the pass by 0.003 eV takes roughly 0.12 eV in $v$. The same zero-point energy thus corresponds to a shift nearly ten times that of the empty layer, and more than half the gap between the two pinch-off values. Doubling the gate length to 8000 \AA\ gives 0.80 to 0.81 eV against an empty-layer value of 0.90 eV, so the ratio $v_p/v_{\rm bare}$ rises from 0.82 to about 0.9. Both Thomas--Fermi values move by up to about 0.005 eV with the choice of cell and grid. For an infinitely long gate both values are 0.668 eV.

The lead electrons change the shape of the pass along the channel by a larger factor than the pinch-off energy. At 500 \AA\ from the centre along the channel, the empty-layer energy at $v_{\rm bare}$ has dropped by 0.0058 eV; the Thomas--Fermi energy at $v_p$ has dropped by 0.0007 eV. The smaller gate energy alone would reduce the drop to $0.82\times0.0058\simeq0.0048$ eV. The rest is repulsion from the electrons on both sides of the pass, those in the opening between the gate halves as well as those beyond its ends. Across the channel the rise at 500 \AA\ changes from 0.056 to 0.045 eV, and the smaller gate energy accounts for most of that. Equation~\eqref{fxx} therefore describes the empty layer and should not be used for the Thomas--Fermi barrier at closure.

That flat barrier has its own limit. A drop of 0.0007 eV is smaller than the transverse zero-point energy, about 0.003 eV. In this potential the lowest transverse level at that point would lie above the Fermi level, so the Thomas--Fermi density there cannot be trusted. The true barrier curvature is left open by both calculations.

For the same density and gate, the empty-layer results at three depths are:
\begin{center}
\begin{tabular}{ccccc}
$d$ (\AA) & $f_0$ & $v_{\rm bare}$ (eV) & $\hbar\omega_x$ (eV) & $\hbar\omega_y$ (eV)\\
500 & 0.175 & 1.04 & 0.0018 & 0.0067\\
800 & 0.241 & 1.19 & 0.0022 & 0.0069\\
1200 & 0.286 & 1.49 & 0.0027 & 0.0062
\end{tabular}
\end{center}
Although $f_0$ grows with depth here, $\Phi$ grows faster, and pinch-off needs more gate energy. The empty-layer transverse energy is not monotonic because $\omega_y^2\propto v_{\rm bare}f_{yy}$. From 500 to 800 \AA, $v_{\rm bare}$ rises by 14\% and $f_{yy}$ falls by 8\%; from 800 to 1200 \AA\ the changes are 25\% and 34\%.

These numbers omit exchange, correlation, layer thickness and tunnelling, and they are for zero temperature. They also omit the gate's effect on the vertical confinement energy, which is small in a narrow quantum well but can exceed the transverse zero-point energy at a single heterojunction: for this density and gate, a hard-wall interface loses about 0.008 to 0.009 eV of confinement energy between the ungated layer and the empty pass, two to three times the zero-point energy. At room temperature the thermal energy, 0.026 eV, exceeds the Fermi energy of the ungated layer, 0.0085 eV, and there is no sharp pinch-off. The model also fails if the surface charge, rather than the surface potential, stays fixed as the gate is swept, which can happen in a cold sample, or if the donors change their charge. The full values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
dielectric constant: 13.0; mass: 0.070 electron masses
ungated density: 2.500e-05 angstrom^-2
depth d: 800 angstrom
gate length L: 4000 angstrom
gate opening w: 2000 angstrom
largest polygon quadrature difference: 5.6e-17
gate fraction f0 at saddle: 0.24142
f_xx at saddle: -3.8390e-08 angstrom^-2
f_yy at saddle: 3.6531e-07 angstrom^-2
Fermi energy without gate: 0.00855 eV
sheet electrostatic energy: 0.27839 eV
depletion energy Phi: 0.28694 eV
empty-layer pinch-off v: 1.1885 eV
empty-layer pinch-off gate voltage: -1.1885 V
energy curvature U_xx, empty layer: -4.5627e-08 eV/angstrom^2
energy curvature U_yy, empty layer: 4.3417e-07 eV/angstrom^2
hbar omega_x, empty layer: 0.00223 eV
hbar omega_y, empty layer: 0.00687 eV
omega_y/omega_x, empty layer: 3.085
pinch-off v with zero-point energy: 1.1744 eV
diagonalized level minus Fermi level there: 5.41e-06 eV
Thomas-Fermi pinch-off v: 0.980 eV
Thomas-Fermi pinch-off gate voltage: -0.980 V
same on coarser grid and larger box: 0.980 eV
Thomas-Fermi/empty-layer pinch-off ratio: 0.824
distance for pass comparison: 500 angstrom
drop along x, empty layer: 0.00577 eV
drop along x, Thomas-Fermi: 0.00069 eV
rise along y, empty layer: 0.05582 eV
rise along y, Thomas-Fermi: 0.04533 eV
infinitely long gate f0: 0.42955
infinitely long gate pinch-off, formula: 0.6680 eV
infinitely long gate pinch-off, Thomas-Fermi: 0.6680 eV
longer gate length: 8000 angstrom
longer gate, empty-layer pinch-off: 0.899 eV
longer gate, Thomas-Fermi pinch-off: 0.804 eV
longer gate, pinch-off ratio: 0.894
Empty-layer results at three depths, same density and gate:
d=500 angstrom: f0=0.17521, v=1.0418 eV, hbar omega_x=0.00176 eV, hbar omega_y=0.00672 eV
d=800 angstrom: f0=0.24142, v=1.1885 eV, hbar omega_x=0.00223 eV, hbar omega_y=0.00687 eV
d=1200 angstrom: f0=0.28601, v=1.4899 eV, hbar omega_x=0.00271 eV, hbar omega_y=0.00625 eV
\end{verbatim}
